\section*{The CABS Singles Correction for Hartree-Fock Basis Incompleteness, part 2}

A Hartree-Fock determinant has been converged in an orbital basis set (OBS) spanning the space $O$. The complementary auxiliary basis set (CABS) extends $O$ to the union space $U$. We want to estimate $\delta E=E_{\mathrm{HF}}(U)-E_{\mathrm{HF}}(O)$ without a self-consistent calculation in $U$. The treatment is spin-unrestricted, with real orthonormal orbitals and atomic units (energies in hartree, $E_{\mathrm h}$).

Occupied orbitals are labelled $i,j$, unoccupied OBS orbitals (the OBS virtuals) $a$, and all orbitals of $U$ outside the occupied space $A,B$. The Fock matrix $f$ belongs to the current determinant, with couplings $g_{Ai}=f_{Ai}$. The product $x\cdot y$ sums over all pairs $Ai$ and both spins. Orbital rotations $\kappa_{Ai}$ form the antisymmetric matrix $G$, with $G_{Ai}=\kappa_{Ai}$, $G_{iA}=-\kappa_{Ai}$ and zero diagonal blocks; $e^G$ rotates the orbitals. The energy is
\begin{equation}
E(\kappa)=E(0)+2\kappa\cdot g+\kappa\cdot H\kappa+O(\kappa^3),\qquad H=\Delta+R .
\label{eq:recap}
\end{equation}
Here $(\Delta\kappa)_{Ai}=\sum_Bf_{AB}\kappa_{Bi}-\sum_j\kappa_{Aj}f_{ji}$ is the cost in a fixed field; it multiplies by the orbital gaps when $f$ is diagonal in each block. The operator $R$ is the response of the Coulomb and exchange fields. The first-order density change $X$ has elements $X_{Ai}=X_{iA}=\kappa_{Ai}$, and $J[X]$ and $K[X]$ are its Coulomb and exchange matrices. The proof of Lemma 2 showed that $J[X]_{Ai}-K[X^\sigma]_{Ai}=(R\kappa)_{Ai}$ for spin $\sigma$.

The CABS singles correction $E_S$ omits $R$ and follows from the uncoupled step $t$:
\begin{equation}
t=-\Delta^{-1}g,\qquad E_S=t\cdot g=-g\cdot\Delta^{-1}g .
\end{equation}
The derivation gives $E(0)+E_S$ no bounding property.

Corollary 1 concerns the OBS virtuals. Let $E_C$ be the minimum of $2\kappa\cdot g+\kappa\cdot\Delta\kappa$ when all $\kappa_{ai}$ are set to zero. Then $E_S\le E_C\le0$.

By Corollary 2, multiplying the off-diagonal blocks $f_{Ai}$ and $f_{iA}$ by $\lambda$ changes the sum of the lowest eigenvalues of $f$, as many as there are occupied orbitals of each spin, by $\lambda^2E_S+O(\lambda^4)$.

\subsection{The coupled step and symmetry}

Keeping $R$ and making the quadratic expression stationary gives $H\kappa=-g$ and the energy change
\begin{equation}
E_N=-g\cdot H^{-1}g .
\label{eq:EN}
\end{equation}
This is the Newton step of the Hartree-Fock problem. Its use requires care when the determinant has a spatial orientation. For an atom with one hole in a $2p$ shell, turning the hole axis costs no energy, so at a stationary determinant $H$ has zero eigenvalues.

These rotations are separated by symmetry. Let $T$ be a spatial operation that leaves the Hamiltonian, the space $U$ and the density matrices of the determinant unchanged. It acts on $\kappa$ as an orthogonal matrix, and $E(T\kappa)=E(\kappa)$. Comparing the linear terms for every $\kappa$ gives $T^Tg=g$; comparing the quadratic terms gives $T^THT=H$. Let $\mathcal S$ be the space of rotations unchanged by all such $T$. Then $g$ lies in $\mathcal S$ and $H$ maps $\mathcal S$ into itself. So does $\Delta$, since $f$ commutes with $T$, and therefore so does $R=H-\Delta$. Tilting a hole from the $z$ axis towards $x$ changes sign under a half-turn about $z$. It is orthogonal to $\mathcal S$ and does not enter Eq.~(\ref{eq:EN}), where $H^{-1}$ means the inverse within $\mathcal S$.

This separation also limits what either estimate can detect. If the lowest solution in $U$ has lower symmetry than the OBS determinant, the required rotation has a component outside $\mathcal S$, and $g$ contains no signal of it.

\subsection{Behaviour near the union minimum}

\paragraph{Theorem 2.} Let a determinant in $U$ be a stationary point with energy $E_*$ and operators $\Delta_*$, $R_*$ and $H_*=\Delta_*+R_*$. Let $\Delta_*$ and $H_*$ be positive definite on $\mathcal S$. Displace the determinant by the rotation $\kappa=s\,d$, with fixed nonzero $d$ in $\mathcal S$, and let $E(s)$ be its energy. Define the true change back to the minimum as $L(s)=E_*-E(s)$. Let $E_S(s)$ and $E_N(s)$ be the two estimates evaluated from the displaced determinant. Then
\begin{align}
\lim_{s\to0}\frac{E_S(s)}{L(s)}&=\varrho\equiv
\frac{(H_*d)\cdot\Delta_*^{-1}(H_*d)}{d\cdot H_*d},
\label{eq:rho}\\
E_N(s)-L(s)&=O(s^3).
\label{eq:third}
\end{align}

\paragraph{Proof.} At the minimum the coupling vanishes, so Eq.~(\ref{eq:recap}) gives
\begin{equation}
L(s)=-s^2d\cdot H_*d+O(s^3).
\label{eq:L}
\end{equation}
The coupling at the displaced determinant must be found in its own orbitals. Its Fock matrix in the original orbitals is $f_*+J[X]-K[X]+O(s^2)$, where $X$ is now the density change linear in $s$. Transforming $f_*$ to the rotated orbitals gives
\begin{equation}
e^{-G}f_*e^G=f_*+f_*G-Gf_*+O(s^2).
\end{equation}
At the minimum $f_*$ has no occupied-complement block. The $Ai$ element of $f_*G-Gf_*$ is
\begin{equation}
\sum_Bf_{*,AB}\,\kappa_{Bi}-\sum_j\kappa_{Aj}f_{*,ji}=(\Delta_*\kappa)_{Ai}.
\end{equation}
The $Ai$ element of $J[X]-K[X]$ is $(R_*\kappa)_{Ai}$, as found in the proof of Lemma 2. Transforming this term to the new orbitals changes it at second order. Therefore
\begin{equation}
g(s)=sH_*d+O(s^2).
\label{eq:gs}
\end{equation}
In the same moving orbitals $\Delta(s)=\Delta_*+O(s)$ and $H(s)=H_*+O(s)$. Both inverses exist in $\mathcal S$ for small $s$ and are likewise changed by $O(s)$. It follows that
\begin{align}
E_S(s)&=-s^2(H_*d)\cdot\Delta_*^{-1}(H_*d)+O(s^3),\\
E_N(s)&=-s^2(H_*d)\cdot H_*^{-1}(H_*d)+O(s^3)
=-s^2d\cdot H_*d+O(s^3).
\end{align}
Comparison with Eq.~(\ref{eq:L}) proves both statements. $\square$

The relative error of the coupled step is $O(s)$. The relative error of $E_S$ tends to $\varrho-1$, which need not vanish. Reducing the displacement along a fixed direction reduces the absolute error of $E_S$ as $s^2$, but does not in general make the estimate relatively exact.

\paragraph{Corollary 3.} Let $r_k$ be the eigenvalues of $\Delta_*^{-1/2}R_*\Delta_*^{-1/2}$ on $\mathcal S$. Then
\begin{equation}
1+\min_kr_k\le\varrho\le1+\max_kr_k .
\end{equation}

\paragraph{Proof.} Put $y=\Delta_*^{1/2}d$ and let $y_k$ be its components along the eigenvectors. Since $H_*=\Delta_*^{1/2}(1+\Delta_*^{-1/2}R_*\Delta_*^{-1/2})\Delta_*^{1/2}$, Eq.~(\ref{eq:rho}) becomes
\begin{equation}
\varrho=\frac{\sum_k(1+r_k)^2y_k^2}{\sum_k(1+r_k)y_k^2}.
\end{equation}
Positive definiteness of $H_*$ makes each $1+r_k$ positive. Thus $\varrho$ is an average of the numbers $1+r_k$ with nonnegative weights $(1+r_k)y_k^2$, and lies between their extremes. $\square$

The correction is accurate near the minimum when the response is small compared with the orbital gaps for the rotations involved. The deciding quantity is $\varrho-1$, the average of the $r_k$ with weights $(1+r_k)y_k^2$. Its numerator is $\sum_kr_ky_k^2+\sum_kr_k^2y_k^2$, so it can be positive even when $d\cdot R_*d=\sum_kr_ky_k^2$ is slightly negative. If this average is negative, $E_S$ is too small in magnitude to leading order. If it is positive, $E_S$ overshoots, and the corrected energy falls below $E_{\mathrm{HF}}(U)$. Successive basis sets can displace the determinant in different directions, so $\varrho$ need not be the same throughout a basis-set family.

\subsection{A line search along the uncoupled step}

The effect of $R$ along the direction of $t$ can be included without solving the coupled equations. Restrict the rotation to $\kappa=qt$. The quadratic energy change is
\begin{equation}
2qE_S+q^2c,\qquad c=t\cdot Ht .
\end{equation}
For $c>0$ its minimum is at $q=-E_S/c$, and the value is
\begin{equation}
E_L=-\frac{E_S^2}{c}.
\label{eq:EL}
\end{equation}
When $H$ is positive definite on $\mathcal S$, $E_N$ is the minimum of the same quadratic expression over all of $\mathcal S$, so $E_N\le E_L$. The additional work is one evaluation of the Coulomb and exchange matrices for the density change belonging to $t$.

\subsection{Fluorine: the correction against a calculation in the union space}

The fluorine atom is treated by unrestricted Hartree-Fock theory with five $\alpha$ and four $\beta$ electrons, and with one hole in the $2p$ shell. The OBS is either cc-pVDZ, with 14 functions, or cc-pVTZ, with 30. The union consists of both sets and the $s,p,d,f$ functions of cc-pVQZ, 90 functions in all. A self-consistent calculation in this union gives $-99.41469\,E_{\mathrm h}$, which serves as the reference. This union is not the basis-set limit. Replacing the cc-pVQZ $s,p$ functions by those of aug-cc-pV5Z and the $d$ functions by those of aug-cc-pVQZ (103 functions) lowers the reference by $1.4\,\mathrm{m}E_{\mathrm h}$, to $-99.41606\,E_{\mathrm h}$. The true change and the singles correction then become $-40.82$ and $-38.23\,\mathrm{m}E_{\mathrm h}$ for cc-pVDZ, and $-10.54$ and $-10.03\,\mathrm{m}E_{\mathrm h}$ for cc-pVTZ, while the recovered fractions stay at 0.9365 and 0.952. The absolute values below belong to the 90-function union.

For cc-pVDZ the energy is $-99.37524\,E_{\mathrm h}$. The true change is therefore
\begin{equation}
\delta E=-99.41469+99.37524=-0.03945\,E_{\mathrm h},
\end{equation}
or $-39.45\,\mathrm{m}E_{\mathrm h}$ ($-103.6$ kJ/mol). The singles correction is $-36.95\,\mathrm{m}E_{\mathrm h}$ ($-97.0$ kJ/mol). It recovers the fraction
\begin{equation}
\frac{36.945}{39.450}=0.9365
\end{equation}
of the change and leaves the corrected energy $2.5\,\mathrm{m}E_{\mathrm h}$ above the union result.

For cc-pVTZ the true change is $-9.17\,\mathrm{m}E_{\mathrm h}$ ($-24.1$ kJ/mol) and the correction is $-8.73\,\mathrm{m}E_{\mathrm h}$ ($-22.9$ kJ/mol). The recovered fraction is 0.952, and $0.44\,\mathrm{m}E_{\mathrm h}$ remains. In this example the corrected cc-pVDZ energy is closer to the union result than the uncorrected cc-pVTZ energy, with errors of 2.5 and $9.2\,\mathrm{m}E_{\mathrm h}$. This comparison concerns the Hartree-Fock energy and says nothing about the correlation energy.

Leaving out the OBS virtuals changes the cc-pVDZ correction from $-36.95$ to $-36.82\,\mathrm{m}E_{\mathrm h}$, and the cc-pVTZ correction from $-8.73$ to $-8.66\,\mathrm{m}E_{\mathrm h}$. The ordering agrees with Corollary 1. Here the indirect coupling through these orbitals is a minor part of the effect.

\subsection{Where the cc-pVDZ correction comes from}

The contributions of the occupied shells, summed over spin, are
\begin{equation}
-2.23\;(1s)\;-2.82\;(2s)\;-31.90\;(2p)=-36.95\,\mathrm{m}E_{\mathrm h}.
\end{equation}
The $2p$ orbitals thus account for 86\% of the correction.

The Fock coupling is not small in absolute terms: the norm of the occupied-CABS block is $1.72\,E_{\mathrm h}$ for the spin with the larger value. The rotations are nevertheless small, with $t\cdot t=0.00622$. The quotient
\begin{equation}
\frac{t\cdot\Delta t}{t\cdot t}=\frac{0.036945\,E_{\mathrm h}}{0.00622}=5.9\,E_{\mathrm h}
\end{equation}
is the effective gap seen by the correction. This illustrates why the amplitude, rather than the Fock element, is the appropriate measure of smallness.

The neglected response for the uncoupled step consists of a Coulomb part of $+0.11\,\mathrm{m}E_{\mathrm h}$ and an exchange part of $-2.25\,\mathrm{m}E_{\mathrm h}$. Its sum is
\begin{equation}
t\cdot Rt=0.108-2.254=-2.146\,\mathrm{m}E_{\mathrm h}.
\end{equation}
Relative to the gap part of $36.945\,\mathrm{m}E_{\mathrm h}$ this is $-5.8\%$. The exchange response makes the energy softer than the uncoupled expression assumes, in accord with the underestimate found above.

The effect differs strongly between shells. For the $1s$ rotations alone, the effective gap is $336\,E_{\mathrm h}$ and the response-to-gap ratio is $-0.0040$. For the $2s$ and $2p$ rotations together, the values are $5.59\,E_{\mathrm h}$ and $-0.0615$. Multiplying ratio and gap gives the response per unit squared rotation:
\begin{align}
1s:&\quad -0.0040\times336\,E_{\mathrm h}=-1.3\,E_{\mathrm h},\\
2s,2p:&\quad -0.0615\times5.59\,E_{\mathrm h}=-0.34\,E_{\mathrm h}.
\end{align}
The response itself is about four times stronger for $1s$, but the gap is about sixty times larger. These values depend on the union space: with the 103-function union the effective gaps are 357 and $5.52\,E_{\mathrm h}$, the ratios are $-0.0036$ and $-0.0610$, and the $2p$ contribution is $-33.00\,\mathrm{m}E_{\mathrm h}$, still 86\% of the correction. The omission of $R$ is therefore relatively much less serious for the core than for the valence shell in this case.

\subsection{Restoring the response}

The quadratic expansion can be checked against the energy of the determinant produced by the full uncoupled step. With $c=36.945-2.146=34.80\,\mathrm{m}E_{\mathrm h}$ to the printed accuracy,
\begin{equation}
2E_S+c=-73.89+34.80=-39.09\,\mathrm{m}E_{\mathrm h}.
\end{equation}
The actual determinant lies $0.42\,\mathrm{m}E_{\mathrm h}$ above the union energy, so its energy change is $-39.45+0.42=-39.03\,\mathrm{m}E_{\mathrm h}$. The difference of $0.06\,\mathrm{m}E_{\mathrm h}$ is the contribution of third and higher orders in the rotation. This single determinant is closer to the union result than $E(0)+E_S$, because its energy includes the response.

The line search of Eq.~(\ref{eq:EL}) gives
\begin{equation}
E_L=-\frac{(36.945)^2}{34.800}\,\mathrm{m}E_{\mathrm h}=-39.22\,\mathrm{m}E_{\mathrm h},
\end{equation}
with $q=36.945/34.800=1.06$. The full coupled step gives $-39.56\,\mathrm{m}E_{\mathrm h}$, which is lower than $E_L$, as required. It overshoots the true change by $0.11\,\mathrm{m}E_{\mathrm h}$, or 0.3\% of that change, so the coupled estimate is not an upper bound to the union energy either. For cc-pVTZ the coupled step is $-9.170\,\mathrm{m}E_{\mathrm h}$ against a true change of $-9.165\,\mathrm{m}E_{\mathrm h}$.

Theorem 2 can be examined separately by displacing the union determinant towards the cc-pVDZ determinant. Equation~(\ref{eq:rho}) predicts $\varrho=0.937$, and the mean of the ratios calculated at $s=\pm0.1$ is also 0.937. This is close to the ratio of 0.9365 at the cc-pVDZ determinant itself. The relative error of $E_S$ thus survives when the displacement is made small.

For the coupled step the ratio to the true change is 1.00023 at $s=0.1$ and 1.00047 at $s=0.2$. Taking the difference between positive and negative $s$ removes the even part of the relative error. The remaining odd part grows by a factor of 2.00 when $s$ is doubled. A relative error linear in $s$, multiplied by a true change proportional to $s^2$, is the third-order energy error of Eq.~(\ref{eq:third}). The numerical check tests this growth, the limiting ratio, and the slope and curvature of the energy expansion.

\subsection{Conditions of use}

As a substitute for extrapolating a series of Hartree-Fock energies, $E_S$ requires one converged OBS calculation and a single construction of the Fock matrix in the union space, for each spin if the determinant is unrestricted. It assumes no law for the convergence with basis size. Its reliability rests on four separate conditions.

First, $U$ must contain the functions that the OBS lacks. The correction cannot account for functions absent from both sets, and agreement with a calculation in $U$ does not measure that remaining error.

Second, the gaps must be positive and the amplitudes small. A small gap can produce a large rotation from a modest coupling and invalidate the quadratic expansion.

Third, the response must be small relative to the gaps if the uncoupled form is to be accurate. When this is in doubt, Eq.~(\ref{eq:EL}) gives an inexpensive indication, and Eq.~(\ref{eq:EN}) includes the response fully at second order. If $H$ is nearly singular on $\mathcal S$, however, the coupled step itself can become large and lose its meaning as a small correction.

Fourth, the OBS determinant and the desired union determinant must belong to the same solution. The expansion is local: it follows the energy from one occupied space to a neighbouring minimum. It does not identify a different state that becomes lowest only in the larger basis.

\section*{Numbers as computed}
\begin{verbatim}
Fluorine atom, UHF, one 2p hole
functions in cc-pVDZ, cc-pVTZ, union: 14 30 90
smallest overlap eigenvalue of union * 1e6: 0.3298 (no unit)
E_HF union: -99.414690 Eh
-- cc-pVDZ
E_HF: -99.375240 Eh
true change E_HF(union)-E_HF: -39.450 mEh
true change, converted: -103.58 kJ/mol
CABS singles E_S: -36.945 mEh
CABS singles, converted: -97.00 kJ/mol
E_S / true change: 0.9365 (no unit)
E_S without OBS virtuals: -36.822 mEh
coupled step: -39.560 mEh
E_HF + E_S: -99.412185 Eh
E_HF + E_S - E_HF(union): 2.505 mEh
norm of occupied-CABS Fock block, larger spin: 1.7184 Eh
-- cc-pVTZ
E_HF: -99.405525 Eh
true change E_HF(union)-E_HF: -9.165 mEh
true change, converted: -24.06 kJ/mol
CABS singles E_S: -8.728 mEh
CABS singles, converted: -22.91 kJ/mol
E_S / true change: 0.9523 (no unit)
E_S without OBS virtuals: -8.664 mEh
coupled step: -9.170 mEh
E_HF + E_S: -99.414252 Eh
E_HF + E_S - E_HF(union): 0.438 mEh
norm of occupied-CABS Fock block, larger spin: 0.9435 Eh
-- anatomy for cc-pVDZ
E_S from 1s: -2.228 mEh
E_S from 2s: -2.819 mEh
E_S from 2p: -31.898 mEh
squared norm of the rotations: 0.006220 (no unit)
gap part k.gap.k: 36.945 mEh
neglected Coulomb part: 0.108 mEh
neglected exchange part: -2.254 mEh
curvature, formula: 34.800 mEh
curvature, finite difference: 34.800 mEh
slope, formula 2 E_S: -73.890 mEh
slope, finite difference: -73.890 mEh
eigenvalue-sum shift / coupling^2: -36.945 mEh
one-step determinant - E_HF(union): 0.416 mEh
effective gap, 1s: 335.62 Eh
response/gap ratio, 1s: -0.0040 (no unit)
effective gap, 2s and 2p: 5.59 Eh
response/gap ratio, 2s and 2p: -0.0615 (no unit)
-- small displacements from the union minimum
limit of E_S / true lowering, formula: 0.9373 (no unit)
same ratio, mean over s = +0.1 and -0.1: 0.9373 (no unit)
coupled / true lowering, s = 0.1: 1.00023 (no unit)
coupled / true lowering, s = 0.2: 1.00047 (no unit)
growth of odd relative error on doubling s: 2.000 (no unit)
\end{verbatim}
